# The Kinetic Bohm Condition for a Collisionless Sheath with Boltzmann Electrons

## What fails without the condition

A sheath calculation needs an ion velocity distribution at the plasma edge. Suppose niobium ions enter with speeds spread uniformly between those of 0.2 eV and 6 eV ions, the electron temperature is 3 eV, and the edge density is $10^{10}$ cm$^{-3}$. Their mean speed is 1.18 times the Bohm speed, so a check on the mean speed accepts them. Yet a solver that starts from a nearly field-free edge finds no sheath: a small disturbance oscillates in space with a wavelength of 1.33 mm. The slow ions cause this. They are thinned out so strongly by a small acceleration that the ion density falls faster than the electron density.

The quantity to check is the average of the inverse squared speed. With $M$ the ion mass and $T=kT_e$ the electron temperature as an energy, the condition is

$$\left\langle v^{-2}\right\rangle\le \frac{M}{T},\qquad\text{or}\qquad \left\langle \frac1E\right\rangle\le\frac{2}{T},\quad E=\tfrac12Mv^2. \tag{1}$$

The second form contains no mass and is convenient when energies are in eV. It follows from the first because $1/E=2/(Mv^2)$.

## Model and conventions

The sheath is planar and steady. Ions have charge $+1$, suffer no collisions, and are neither created nor lost inside it. At the edge they all move towards the wall, with $v>0$, and none return. Their distribution $f(v)$ satisfies $\int_0^\infty f\,dv=1$. Angle brackets mean $\langle h\rangle=\int_0^\infty h(v)f(v)\,dv$, an average weighted by density, not by flux.

The algebra uses atomic units, in which the elementary charge is 1 and Poisson's equation has the factor $4\pi$. The wall is negative. Let $\psi\ge0$ be the drop in ion potential energy from the edge, so that the electric potential is $-\psi$. Ions gain $\psi$, and the electrons follow

$$n_e=n_0e^{-\psi/T}. \tag{2}$$

The edge is neutral, with both densities equal to $n_0$. The Debye length is taken to be much shorter than the presheath, the region that accelerates ions towards the edge. Seen on the sheath scale, the edge then lies at $x\to-\infty$, where $\psi\to0$ and $d\psi/dx\to0$. The statement to be shown is that a monotone sheath obeying these edge conditions exists if and only if (1) holds.

## Ion density and Poisson's equation

An ion entering with speed $v$ has the local speed $w=\sqrt{v^2+2\psi/M}$, by energy conservation. Without sources or collisions, the flux of each speed class is constant: $n_0f(v)\,dv\,v=dn_i\,w$. Dividing by $w$ and summing over classes gives

$$\frac{n_i}{n_0}=\left\langle\frac{v}{\sqrt{v^2+2\psi/M}}\right\rangle. \tag{3}$$

This was tested by integrating Newton's equation for ions with the uniform speed distribution from 0.6 to 6 eV and adding up their residence times in a thin slab. At $\psi=1.2375\,T$ the trajectories gave $n_i/n_0=0.620836$, and (3) gave 0.620835.

Since the electric potential is $-\psi$, Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=4\pi(n_i-n_e). \tag{4}$$

Define

$$\eta=\frac{\psi}{T},\quad c^2=\frac TM,\quad u=\frac{c^2}{v^2},\quad \lambda^2=\frac{T}{4\pi n_0},\quad \xi=\frac x\lambda. \tag{5}$$

Here $c$ is the Bohm speed and $\lambda$ the Debye length; in SI units $\lambda^2=\varepsilon_0kT_e/(n_0e^2)$. The left side of (4) is $(T/\lambda^2)\,\eta''=4\pi n_0\eta''$, where primes on $\eta$ denote derivatives with respect to $\xi$. Also $2\psi/(Mv^2)=2\eta u$. Hence

$$\eta''=F(\eta),\qquad F(\eta)=\left\langle(1+2\eta u)^{-1/2}\right\rangle-e^{-\eta}. \tag{6}$$

Multiply by $\eta'$. The left side becomes $(\eta'^2/2)'$, and the right side is the $\xi$-derivative of $\int_0^\eta F\,dq$. Integrating from the edge, where $\eta$ and $\eta'$ vanish, gives

$$\tfrac12\eta'^2=V(\eta),\qquad V(\eta)=\int_0^\eta F(q)\,dq. \tag{7}$$

A sheath therefore cannot pass through any value of $\eta$ at which $V<0$.

## Why the condition is necessary

Consider the relative loss of ion density per unit scaled drop for one speed class. With $s=\sqrt{1+2\eta u}$ we have $\eta=(s^2-1)/(2u)$, and so

$$\frac{1-1/s}{\eta}=\frac{s-1}{s}\,\frac{2u}{(s-1)(s+1)}=\frac{2u}{s(s+1)}. \tag{8}$$

As $\eta$ decreases to zero, $s$ decreases to 1 and this quotient rises monotonically to $u$. The monotone convergence theorem allows the limit to be taken inside the average, whether or not $\langle u\rangle$ is finite. For electrons, $(1-e^{-\eta})/\eta\to1$. Because $F=(1-e^{-\eta})-(1-n_i/n_0)$,

$$\lim_{\eta\to0^+}\frac{F(\eta)}{\eta}=1-\langle u\rangle. \tag{9}$$

If $\langle u\rangle>1$, or if it diverges, $F$ is negative for all sufficiently small positive $\eta$. Then $V$ is negative there too, and (7) forbids the sheath. So $\langle u\rangle=c^2\langle v^{-2}\rangle\le1$ is necessary, which is (1). No higher moment was assumed to exist.

## Why it is sufficient, including equality

For fixed $\eta>0$, the function $(1+2\eta u)^{-1/2}$ is convex in $u$, because its second derivative is $3\eta^2(1+2\eta u)^{-5/2}>0$. Jensen's inequality says that the average of a convex function is at least the function of the average. If $\langle u\rangle\le1$,

$$\frac{n_i}{n_0}\ge(1+2\eta\langle u\rangle)^{-1/2}\ge(1+2\eta)^{-1/2}>e^{-\eta}. \tag{10}$$

The second inequality holds because the function decreases with $\langle u\rangle$; the third is $e^{2\eta}>1+2\eta$. Thus $F>0$ and $V>0$ for every $\eta>0$, however large the wall drop. The profile follows from

$$\xi_2-\xi_1=\int_{\eta_1}^{\eta_2}\frac{d\eta}{\sqrt{2V(\eta)}}. \tag{11}$$

It must also reach the edge at $\xi\to-\infty$. Since $n_i\le n_0$, we have $F\le1-e^{-\eta}\le\eta$ and $V\le\eta^2/2$. The integrand in (11) is then at least $1/\eta$, and the distance diverges as $\eta_1\to0$, as required. Equality in (1) is therefore allowed.

## Behaviour near the edge

For $\langle u\rangle<1$, (9) gives $2V/\eta^2\to1-\langle u\rangle$. Hence

$$\frac{\eta'}{\eta}\to\kappa,\qquad \kappa=\sqrt{1-\langle u\rangle}, \tag{12}$$

and the foot of the sheath grows exponentially over the length $\lambda/\kappa$. At equality $\eta'/\eta\to0$, so the growth is slower than any exponential. A solver started at a small finite $\eta$ should use $\eta'=\sqrt{2V(\eta)}$, or $\eta'\approx\kappa\eta$ when $\kappa$ is not close to zero.

For finite $\langle u\rangle>1$, and with a lowest entry speed above zero, small disturbances obey $\eta''=-(\langle u\rangle-1)\eta$. They oscillate with scaled wavenumber $\sqrt{\langle u\rangle-1}$. The lowest speed matters because the negative half of the oscillation slows the ions, and this equation assumes that none are reflected.

## What the bound says about speeds

For a single-speed beam, (1) becomes $v\ge c$. For a spread of speeds, Jensen's inequality applied to the convex function $v^{-2}$ gives

$$\frac1{\langle v\rangle^2}\le\langle v^{-2}\rangle\le\frac1{c^2},\qquad\text{so}\qquad \langle v\rangle\ge c. \tag{13}$$

The converse is false, as the opening case shows.

A half-Maxwellian with $T_i=T_e$ is an extreme failure. With speeds in units of $c$, $f=\sqrt{2/\pi}\,e^{-v^2/2}$. Put $w^2=v^2+2\eta$, so that $v\,dv=w\,dw$:

$$\frac{n_i}{n_0}=\sqrt{\frac2\pi}\,e^\eta\int_{\sqrt{2\eta}}^\infty e^{-w^2/2}dw=e^\eta\,\mathrm{erfc}\sqrt\eta\approx1-2\sqrt{\eta/\pi}. \tag{14}$$

The quotient $(1-n_i/n_0)/\eta$ is 10.35 at $\eta=10^{-2}$ and 111.85 at $10^{-4}$, while the electron quotient stays near 1. The distribution is nonzero at $v=0$, so $\langle v^{-2}\rangle$ diverges. On a velocity grid the computed moment would be finite, but it would depend on the lowest cell.

## Evaluating the average from a flux spectrum

An energy analyser that counts arriving ions gives a flux spectrum $G(E)$, with $G\,dE\propto vf\,dv$. The density weight is recovered by dividing by $v\propto\sqrt E$:

$$\left\langle\frac1E\right\rangle=\frac{\int G(E)\,E^{-3/2}\,dE}{\int G(E)\,E^{-1/2}\,dE}. \tag{15}$$

Here $E$ is the energy at the edge. For a spectrum taken at the wall, the sheath drop must first be subtracted. An error in that subtraction matters most for the slow ions, which carry the largest weight.

## A distribution with closed formulas

Let $f$ be constant between $v_1$ and $v_2$. Then

$$\langle v^{-2}\rangle=\frac1{v_2-v_1}\int_{v_1}^{v_2}\frac{dv}{v^2}=\frac{1/v_1-1/v_2}{v_2-v_1}=\frac1{v_1v_2}. \tag{16}$$

Condition (1) becomes $v_1v_2\ge c^2$. Multiplying by $M/2$ gives

$$\sqrt{E_1E_2}\ge T/2. \tag{17}$$

With $a=v_1/c$ and $b=v_2/c$, the integral in (3) is elementary because $v/\sqrt{v^2+2\eta}$ is the derivative of $\sqrt{v^2+2\eta}$:

$$\frac{n_i}{n_0}=\frac{\sqrt{b^2+2\eta}-\sqrt{a^2+2\eta}}{b-a}. \tag{18}$$

Integrating over $\eta$ and subtracting the electron part gives

$$V=\frac{(b^2+2\eta)^{3/2}-b^3-(a^2+2\eta)^{3/2}+a^3}{3(b-a)}-(1-e^{-\eta}). \tag{19}$$

## Worked example: niobium ions and a biased substrate

Take $T=3$ eV, $n_0=10^{10}$ cm$^{-3}$ and a drop of 60 eV, so $\eta=20$ at the wall. For niobium the Bohm speed is 1.765 km/s, and the Debye length is 0.1288 mm. The bound is $\langle1/E\rangle\le2/3=0.667$ eV$^{-1}$. Two entry distributions are compared with these settings held fixed.

**Entry energies 0.6 to 6 eV.** Here $\sqrt{0.6\times6}=1.897$ eV exceeds 1.5 eV, so the condition holds. The scaled average is $\langle u\rangle=1.5/1.897=0.791$, and $\kappa=\sqrt{1-0.7906}=0.4576$. The growth length is $0.1288/0.4576=0.281$ mm.

From a drop of 0.3 eV to the wall, (11) gives 13.20 Debye lengths, or 1.70 mm ($1.70\times10^7$ angstrom). The lower limit must be quoted, because the full distance to the edge is infinite in this model. Direct integration of (6) reproduced this thickness to within a relative difference of $10^{-5}$.

For the wall field, $a^2=2\times0.6/3=0.4$ and $b^2=4$. Equation (19) at $\eta=20$ gives $V=5.66$, so $\eta'=\sqrt{2V}=3.365$. The field unit is $3\ \text{V}/0.01288\ \text{cm}=233$ V/cm, and the wall field is 784 V/cm.

**Entry energies 0.2 to 6 eV.** Now $\sqrt{0.2\times6}=1.095$ eV is below 1.5 eV, and $\langle u\rangle=1.369$. The mean speed, 2.087 km/s, still exceeds the Bohm speed. The scaled wavenumber is $\sqrt{0.3693}=0.6077$, which gives the wavelength $2\pi\times0.1288/0.6077=1.33$ mm. Integration of (6) from rest at $\eta=10^{-4}$ gave the same wavenumber, 0.6077.

## What a finite edge field would do

A code may impose a field at the edge instead of letting it vanish. If $\eta'=s$ at $\eta=0$, integrating (6) gives

$$\eta'^2=s^2+2V(\eta). \tag{20}$$

The potential reaches the wall if $s^2$ exceeds $-2V$ at the minimum of $V$. To locate that minimum, note that $(1+2\eta u)^{-1/2}$ is log-convex in $\eta$: its logarithm, $-\tfrac12\ln(1+2\eta u)$, has the second derivative $2u^2/(1+2\eta u)^2>0$. Averages of log-convex functions are log-convex, so $L(\eta)=\ln(n_i/n_0)+\eta$ is convex. It vanishes at $\eta=0$, starts downwards when $\langle u\rangle>1$, and finally rises, because $n_i$ falls more slowly than exponentially. It therefore has one further zero, $\eta_*$. Since $F$ has the sign of $L$, $V$ is lowest there.

In the failing case $\eta_*T=0.378$ eV and $V(\eta_*)=-6.83\times10^{-4}$. The smallest scaled slope is $\sqrt{2\times6.83\times10^{-4}}=0.0370$, equivalent to 8.61 V/cm. In direct integrations, a slope 1% below this value turned back and one 1% above reached the wall.

At $\eta_*$ the accelerated ions satisfy the bound. Convexity makes $L'(\eta_*)>0$, or $-(dn_i/d\eta)/n_i<1$. Differentiating (3), with speeds in units of $c$, gives $-d(n_i/n_0)/d\eta=\langle v\,w^{-3}\rangle$. As the local density weight of each class is $v/w$, the ratio $-(dn_i/d\eta)/n_i$ is the local average of $w^{-2}$. Its value here is 0.781. The failing ions thus need more acceleration before a field-free sheath edge can form.

## A presheath that reaches equality

The bound is attained in a collisionless presheath whose ions are born at rest. Consider one half of a symmetric planar plasma. For this section, measure $\eta$ from its centre and set the central density to 1. An ion born at drop $t$ has $v^2/c^2=2(\eta-t)$ at drop $\eta$. Let $g(t)\,dt$ be proportional to the birth rate between $t$ and $t+dt$, with the factor $1/\sqrt2$ from the speed absorbed in $g$. Neutrality requires

$$e^{-\eta}=\int_0^\eta\frac{g(t)}{\sqrt{\eta-t}}\,dt. \tag{21}$$

Multiply by $(r-\eta)^{-1/2}$ and integrate over $\eta$ from 0 to $r$. After exchange of the integrals, the inner one is $\int_t^r[(r-\eta)(\eta-t)]^{-1/2}d\eta=\pi$. On the left, put $\eta=r-q^2$:

$$\pi\int_0^rg\,dt=2e^{-r}\int_0^{\sqrt r}e^{q^2}dq=2D(\sqrt r), \tag{22}$$

where $D$ is the Dawson function. Since $D'(z)=1-2zD(z)$, differentiation gives

$$g(r)=\frac1\pi\left[\frac1{\sqrt r}-2D(\sqrt r)\right]. \tag{23}$$

The birth rate per unit length is proportional to $g\,d\eta/dx$. If it is finite and positive, the field of the neutral solution becomes infinite where $g=0$. This is the edge, at $\eta_e=0.854$, or 2.56 eV for $T=3$ eV.

Now differentiate (21) at $\eta_e$. Split the integral at a fixed $t_0$ between 0 and $\eta_e$. The lower part can be differentiated directly. Integrating the upper part by parts gives $2g(t_0)\sqrt{\eta-t_0}+2\int_{t_0}^\eta g'(t)\sqrt{\eta-t}\,dt$, whose derivative is

$$\frac{g(t_0)}{\sqrt{\eta-t_0}}+\int_{t_0}^\eta\frac{g'(t)}{\sqrt{\eta-t}}\,dt.$$

At $\eta=\eta_e$, integrate by parts once more. The upper boundary term vanishes because $g$ goes to zero linearly, and the lower one cancels the first term. Together the two parts give

$$e^{-\eta_e}=\frac12\int_0^{\eta_e}\frac{g(t)}{(\eta_e-t)^{3/2}}\,dt. \tag{24}$$

Division by the density $e^{-\eta_e}$ turns the right side into $\langle1/[2(\eta_e-t)]\rangle=\langle u\rangle$, so $\langle u\rangle=1$. Quadrature gives 1.000000, with a mean speed of 1.144 Bohm speeds.

## The real case and the limits of the model

The example is placed in the regime of energetic niobium deposition from a metal-vapour plasma without working gas. The plasma values are rough, and the two uniform distributions are models, not measured spectra. All ions are taken as singly charged; vacuum-arc plasmas, which contain many multiply charged metal ions, are outside this model. A hot electron tail changes the bound itself. If 5% of the electrons have a temperature of 30 eV, the initial slope of the electron density becomes $0.95+0.05\times3/30=0.955$ in units of $n_0/T$. The bound falls by 4.5%, and the passing case, at 0.791, still meets this edge condition. The estimate is only as good as the assumed fraction and temperature of the tail.

For vapour at $10^{-4}$ Torr and 3000 K, with a rough charge-exchange cross-section of $10^{-14}$ cm$^2$, the free path is 3.1 m. About 0.055% of the ions then collide in the 1.70 mm sheath. If that fraction of the edge density had the single energy 0.26 eV, which is $kT$ of the vapour, $\langle1/E\rangle$ would shift by about 0.3% of its bound. If instead that fraction of the flux had it, the density weight of these slow ions would be about three times larger, and the shift about 1%. Both figures put all these ions at one energy. A thermal spread that reaches $v=0$ makes the average diverge. For a half-Maxwellian admixture of 0.055% of the density, however, the quotient $(1-n_i/n_0)/\eta$ exceeds 1 only below about $\eta=10^{-4}$, a drop of 0.3 meV. A rough ionisation coefficient of $10^{-8}$ cm$^3$/s adds at most 0.24% to the ion flux over the 1.70 mm between the 0.3 eV drop and the wall; this limit assumes that the electron density keeps its edge value there, and the falling profile gives 0.06%. The total grows as the starting drop is lowered, and reaches 0.32% from a drop of 0.3 meV. The Bohm speed divided by the ionisation frequency from the same coefficient gives a presheath scale of about 550 mm. The actual length depends on where the ions are born and on the chamber; the model of the previous section, with a birth rate proportional to the electron density, gives a half-width of about 310 mm. An ion crossing the full 550 mm would exchange charge with a probability of about 16%; one born nearer the edge would do so less often. Such collisions add slow ions to the edge distribution, so they must be included when that distribution is calculated, even though collisions inside the sheath are rare. Coulomb collisions between ions are also left out of the model. For ion temperatures from 0.26 to 1 eV, the standard estimate of their rate at this density runs from about 3500 to 550 s$^{-1}$. Rate times transit time is below $10^{-3}$ in the sheath, but about 1 to 0.2 over 550 mm at the Bohm speed, so they too shape the edge distribution. An ion moving across a field of 500 G at the mean entry speed of 2.3 km/s has a gyroradius of 45 mm, and the sheath is 3.8% of that. The electron gyroradius, however, is only about 0.08 mm, so electrons do not move freely across the field. Equation (2) is therefore assumed here for a field perpendicular to the wall; the motion normal to the wall is then along the field. An oblique or nearly parallel field is outside this model.

Even where collisions and ionisation are rare, the moment is not safe to evaluate at an arbitrary point. Where ions are born at rest at a finite rate $S$ per unit length, in a field giving acceleration $A$, their density is $dn=S\,dx/v$ with $v\,dv=A\,dx$. The distribution then tends to $S/A$ at $v=0$, and $\langle v^{-2}\rangle$ diverges. Condition (1) belongs to the limit in which the Debye length is negligible beside the presheath and the sheath has no sources. In a simulation that resolves both regions, newborn ions must be treated through their source term, not through this moment. The remaining values are in the numerical output.

## Calculated quantities

```
Electron temperature: 3.0 eV; wall drop: 60 eV
Edge density: 1.0e+10 cm^-3; Nb mass: 92.906 u
Bohm speed: 1.765 km/s
Debye length: 0.1288 mm
Bound on <1/E>: 0.6667 1/eV; Te/2: 1.50 eV
Trajectory / formula density: 0.620836 / 0.620835
  at scaled drop 1.2375
PASS case, entry energies: 0.6 to 6.0 eV
  <v^-2> kTe/M: 0.7906; <1/E>: 0.5270 1/eV
  1/<1/E>: 1.8974 eV
  mean speed: 1.3162 Bohm speeds = 2.323 km/s
FAIL case, entry energies: 0.2 to 6.0 eV
  <v^-2> kTe/M: 1.3693; <1/E>: 0.9129 1/eV
  1/<1/E>: 1.0954 eV
  mean speed: 1.1826 Bohm speeds = 2.087 km/s
PASS scaled growth rate kappa: 0.4576; measured: 0.4577
PASS growth length: 0.2814 mm
PASS thickness, drop 0.3 to 60 eV: 13.201 Debye lengths
  = 1.700 mm = 1.700e+07 angstrom
PASS wall field: 784 V/cm
FAIL scaled wavenumber: 0.6077; measured: 0.6077
FAIL wavelength: 1.331 mm
FAIL drop to neutral point: 0.3782 eV
FAIL scaled charge integral there: -6.8339e-04
FAIL minimum edge field: 8.61 V/cm
FAIL <v^-2> kTe/M after that drop: 0.7811
Random marginal beams: smallest scaled margin 9.990e-02
Half-Maxwellian slope at drop 1e-2, 1e-4: 10.35, 111.85
Cold-born presheath drop: 0.8540 Te = 2.562 eV
  <v^-2> kTe/M: 1.000000; mean speed: 1.1443 Bohm
Rough gas: 1e-04 Torr, 3000 K = 0.259 eV
  gas density: 3.22e+11 cm^-3
Rough charge-exchange cross-section: 1e-14 cm^2
  free path: 3107 mm; part colliding: 5.5e-04
  rough shift of <1/E> over its bound: 3.2e-03
Rough ionisation coefficient: 1e-08 cm^3/s
  ions added in sheath, part: 2.4e-03
  presheath length: 548 mm; Debye/presheath: 2.3e-04
Hot electrons: part 0.05 at 30 eV; bound becomes 0.9550 M/kTe
Electron part missing at edge by wall loss: 1.3e-10
Secondary yield 0.1: edge density part 5.1e-05
Field 500 G: ion gyroradius 44.7 mm; sheath/gyroradius 0.038
```
